# Gupta-Bleuler Photons and the Coulomb Energy of Static Charges: verification in Python

```python
"""
Gupta-Bleuler quantization of the electromagnetic field: numerical tests.

Result under test: with [a_s, a_s^dag] = -1 for scalar photons and +1 for the
others, states obeying (a_l - a_s)|psi> = 0 have non-negative norm and no net
scalar + longitudinal energy; static charge shifts every scalar mode by the
energy +|g|^2/omega, and the sum over modes is the Coulomb energy.

Symbols (hbar = c = eps0 = 1, metric + - - -):
  a_s, a_l, a_t  scalar, longitudinal, transverse annihilation operators
  eta            metric of the indefinite inner product <f|h> = f^H eta h
  dag            adjoint in that product, O_dag = eta O^H eta
  omega = |k|    mode frequency;  g = rho(k)/sqrt(2 omega V)  source coupling
  k0             energy transferred between two moving sources
The last part uses eV and nm, with e^2 = 4 pi * (e^2/(4 pi eps0)).
"""
import numpy as np
from scipy import constants as const
from scipy.linalg import expm, null_space

rng = np.random.default_rng(7)
metric = np.diag([1.0, -1.0, -1.0, -1.0])
zeta = np.array([-1.0, 1.0, 1.0, 1.0])


def polarizations(k):
    """Rows: scalar, two transverse, longitudinal polarization four-vectors."""
    khat = k / np.linalg.norm(k)
    e1 = np.cross(khat, [0.31, -0.52, 0.79])
    e1 /= np.linalg.norm(e1)
    e2 = np.cross(khat, e1)
    eps = np.zeros((4, 4))
    eps[0, 0] = 1.0
    eps[1, 1:], eps[2, 1:], eps[3, 1:] = e1, e2, khat
    return eps


# ---- Polarization sum needed by the canonical commutator
eps = polarizations(rng.normal(size=3))
assert np.allclose(np.einsum('l,lm,ln->mn', zeta, eps, eps), -metric)

# ---- Classical field energies by quadrature in a periodic box of side 2 pi
n_grid = 12
axis = 2 * np.pi * np.arange(n_grid) / n_grid
grid = np.array(np.meshgrid(axis, axis, axis, indexing='ij'))
volume = (2 * np.pi) ** 3
cell = volume / n_grid ** 3
freq = np.fft.fftfreq(n_grid, 1.0 / n_grid)
freq_grid = np.array(np.meshgrid(freq, freq, freq, indexing='ij'))
wavevectors = np.array([[1, 0, 0], [1, 2, 0], [-1, 1, 2]], dtype=float)
omegas = np.linalg.norm(wavevectors, axis=1)


def potential(amps, t):
    field = np.zeros((4,) + grid.shape[1:])
    for k, w, amp in zip(wavevectors, omegas, amps):
        wave = np.exp(1j * (np.tensordot(k, grid, 1) - w * t))
        vector = amp @ polarizations(k)
        field += 2 * np.real(vector[:, None, None, None] * wave) / np.sqrt(2 * w * volume)
    return field


def field_energies(amps, t=0.4, h=0.01):
    """Covariant canonical energy and Maxwell energy (E^2 + B^2)/2."""
    field = potential(amps, t)
    rate = (8 * (potential(amps, t + h) - potential(amps, t - h))
            - potential(amps, t + 2 * h) + potential(amps, t - 2 * h)) / (12 * h)
    grad = np.array([[np.fft.ifftn(1j * q * np.fft.fftn(comp)).real
                      for q in freq_grid] for comp in field])
    density = rate ** 2 + np.sum(grad ** 2, axis=1)
    covariant = 0.5 * cell * (density[1:].sum() - density[0].sum())
    electric = -grad[0] - rate[1:]
    magnetic = np.array([grad[3, 1] - grad[2, 2], grad[1, 2] - grad[3, 0],
                         grad[2, 0] - grad[1, 1]])
    maxwell = 0.5 * cell * (np.sum(electric ** 2) + np.sum(magnetic ** 2))
    return covariant, maxwell


amps = rng.normal(size=(3, 4)) + 1j * rng.normal(size=(3, 4))
cov_free, max_free = field_energies(amps)
transverse = np.sum(omegas * np.sum(abs(amps[:, 1:3]) ** 2, axis=1))
mode_energy = np.sum(omegas * (abs(amps) ** 2 @ zeta))
gauge_excess = 0.5 * np.sum(omegas * abs(amps[:, 3] - amps[:, 0]) ** 2)
assert abs(cov_free - mode_energy) < 1e-5      # finite-difference time derivative
assert abs(max_free - transverse - gauge_excess) < 1e-5
assert abs(cov_free - max_free) > 1e-2         # differ when condition is violated
physical_amps = amps.copy()
physical_amps[:, 3] = physical_amps[:, 0]
cov_phys, max_phys = field_energies(physical_amps)
assert abs(cov_phys - transverse) < 1e-5 and abs(max_phys - transverse) < 1e-5
pure_gauge = physical_amps.copy()
pure_gauge[:, 1:3] = 0
assert field_energies(pure_gauge)[1] < 1e-8
assert np.max(abs(potential(pure_gauge, 0.4))) > 1e-2

# ---- Fock space of one transverse, one longitudinal and one scalar mode
n_max = 4
basis = [(t, l, s) for t in range(n_max + 1) for l in range(n_max + 1)
         for s in range(n_max + 1) if t + l + s <= n_max]
index = {occ: i for i, occ in enumerate(basis)}
dim = len(basis)


def lowering(mode):
    op = np.zeros((dim, dim))
    for occ, i in index.items():
        if occ[mode] > 0:
            new = list(occ)
            new[mode] -= 1
            op[index[tuple(new)], i] = np.sqrt(occ[mode])
    return op


eta = np.diag([(-1.0) ** occ[2] for occ in basis])


def dag(op):
    return eta @ op.conj().T @ eta


a_t, a_l, a_s = (lowering(m) for m in range(3))
inner = np.array([sum(occ) < n_max for occ in basis])   # free of cutoff effects
comm = a_s @ dag(a_s) - dag(a_s) @ a_s
assert np.allclose(comm[:, inner], -np.eye(dim)[:, inner])
h_trans = dag(a_t) @ a_t
h_free = h_trans + dag(a_l) @ a_l - dag(a_s) @ a_s      # in units of omega
assert np.linalg.eigvals(h_free).real.min() > -1e-12
assert np.allclose(a_s @ h_free - h_free @ a_s, a_s)

constraint = a_l - a_s
constraint_dag = dag(constraint)
commutator = constraint @ constraint_dag - constraint_dag @ constraint
assert np.allclose(commutator[:, inner], 0)
# The creation part annihilates no state: the strong condition has no solution.
assert np.linalg.matrix_rank(constraint_dag[:, inner]) == inner.sum()

physical = null_space(constraint)
gram = physical.T @ eta @ physical
gram_values = np.linalg.eigvalsh(gram)
n_positive = int(np.sum(gram_values > 1e-9))
assert gram_values.min() > -1e-10
assert n_positive == n_max + 1                          # one per transverse state
assert np.allclose(physical.T @ eta @ (h_free - h_trans) @ physical, 0, atol=1e-10)

admixture = 0.7
vacuum = np.zeros(dim)
vacuum[index[(0, 0, 0)]] = 1.0
null_state = constraint_dag @ vacuum
mixed = vacuum + admixture * null_state
assert np.allclose(constraint @ mixed, 0)
null_norm = null_state @ eta @ null_state
mixed_norm = mixed @ eta @ mixed
energy_l = mixed @ eta @ dag(a_l) @ a_l @ mixed
energy_s = -mixed @ eta @ dag(a_s) @ a_s @ mixed
mean_l, mean_s = mixed @ eta @ a_l @ mixed, mixed @ eta @ a_s @ mixed
assert abs(null_norm) < 1e-12 and abs(mixed_norm - 1) < 1e-12
assert energy_l > 0.1 and abs(energy_l + energy_s) < 1e-12
assert abs(mean_l - mean_s) < 1e-12 and abs(mean_l) > 0.1

# ---- One scalar mode driven by static charge, by diagonalization
size = 30
c = np.diag(np.sqrt(np.arange(1, size)), 1)
c_dag = -c.T                                           # indefinite-metric adjoint
eta_s = np.diag((-1.0) ** np.arange(size))


def driven_mode(w, coupling):
    free = -w * c_dag @ c
    source = np.conj(coupling) * c + coupling * c_dag
    values, vectors = np.linalg.eig(free + source)
    order = np.argsort(values.real)
    return values[order], vectors[:, order[0]], free, source


def mean(op, state):
    return (state.conj() @ eta_s @ op @ state) / (state.conj() @ eta_s @ state)


omega = 1.0
g = 0.4 * np.exp(0.7j)
levels, ground, free, source = driven_mode(omega, g)
shift = g / omega
assert abs(levels[0] - abs(g) ** 2 / omega) < 1e-9
assert abs(levels[1] - levels[0] - omega) < 1e-8
assert np.linalg.norm(c @ ground - shift * ground) < 1e-8
assert (ground.conj() @ eta_s @ ground).real > 0
free_part, source_part = mean(free, ground).real, mean(source, ground).real
assert abs(free_part + abs(g) ** 2 / omega) < 1e-8
assert abs(source_part - 2 * abs(g) ** 2 / omega) < 1e-8
ordinary = np.linalg.eigvalsh(omega * c.T @ c + np.conj(g) * c + g * c.T)[0]
assert abs(ordinary + abs(g) ** 2 / omega) < 1e-9

# Gauss's law: k^2 <A0(k)> = rho(k), from the modes k and -k, with V = 1
ground_minus = driven_mode(omega, np.conj(g))[1]
a0_k = (mean(c, ground) + np.conj(mean(c, ground_minus))) / np.sqrt(2 * omega)
assert abs(omega ** 2 * a0_k - g * np.sqrt(2 * omega)) < 1e-8

# The bare condition, true in the bare vacuum, is lost in time
time = 2.0
start = np.eye(size)[0]
evolved = expm(-1j * time * (free + source)) @ start
bare_violation = shift * (1 - np.exp(-1j * omega * time))
assert np.linalg.norm(c @ evolved - bare_violation * evolved) < 1e-8
assert abs(bare_violation) > 0.1
# The shifted condition only acquires a phase
shifted = -(c - shift * np.eye(size))                   # longitudinal mode empty
residual = shifted @ evolved - np.exp(-1j * omega * time) * shift * evolved
assert np.linalg.norm(residual) < 1e-8


# ---- Exchange between moving conserved currents, both time orderings
def exchange_parts(j1, j2, k, k0):
    w = np.linalg.norm(k)
    e = polarizations(k)
    vertices = (e @ metric @ j1.conj()) * (e @ metric @ j2)
    return zeta * vertices / (2 * w) * (1 / (k0 - w) + 1 / (-k0 - w))


def conserved_current(rho, trans, k, k0):
    k2 = k @ k
    trans = trans - k * (k @ trans) / k2
    return np.concatenate(([rho], trans + k * k0 * rho / k2)), trans


for _ in range(5):
    k = rng.normal(size=3)
    k0 = 0.6 * np.linalg.norm(k)
    r = rng.normal(size=(2, 4)) + 1j * rng.normal(size=(2, 4))
    j1, t1 = conserved_current(r[0, 0], r[0, 1:], k, k0)
    j2, t2 = conserved_current(r[1, 0], r[1, 1:], k, k0)
    parts = exchange_parts(j1, j2, k, k0)
    coulomb = np.conj(r[0, 0]) * r[1, 0] / (k @ k)
    assert abs(parts[0] + parts[3] - coulomb) < 1e-10 * (1 + abs(coulomb))
    trans_exchange = -(t1.conj() @ t2) / (k @ k - k0 ** 2)
    assert np.isclose(parts[1] + parts[2], trans_exchange)

k_unit = np.array([0.0, 0.0, 1.0])
transfer = 0.3
j_unit, _ = conserved_current(1.0, np.zeros(3), k_unit, transfer)
parts_unit = exchange_parts(j_unit, j_unit, k_unit, transfer)
j_static, _ = conserved_current(1.0, np.zeros(3), k_unit, 0.0)
parts_static = exchange_parts(j_static, j_static, k_unit, 0.0)
assert abs(parts_static[3]) < 1e-14

# ---- Coulomb energy of Gaussian charges +e and -e, in eV and nm
coul = const.e / (4 * np.pi * const.epsilon_0) * 1e9    # e^2/(4 pi eps0), eV nm
width = 0.02
x_k, w_k = np.polynomial.legendre.leggauss(400)
x_m, w_m = np.polynomial.legendre.leggauss(240)


def mode_sum(q1, q2, distance):
    """Sum of |g|^2/omega over all wavevectors of the scalar field."""
    k_max = 6.5 / width
    k = 0.5 * k_max * (x_k + 1)[:, None]
    wk = 0.5 * k_max * w_k[:, None]
    rho = np.exp(-0.5 * (k * width) ** 2) * (q1 + q2 * np.exp(-1j * k * distance * x_m))
    g_squared = 4 * np.pi * coul * abs(rho) ** 2 / (2 * k)
    return np.sum(wk * w_m * k ** 2 / (2 * np.pi) ** 2 * g_squared / k)


def real_space(q1, q2, distance):
    """Direct Coulomb integral over the relative position of charge elements."""
    u_max = distance + 13 * width
    u = 0.5 * u_max * (x_k + 1)[:, None]
    wu = 0.5 * u_max * w_k[:, None]
    gauss = np.exp(-(u ** 2 + distance ** 2 - 2 * u * distance * x_m) / (4 * width ** 2))
    gauss /= (4 * np.pi * width ** 2) ** 1.5
    return q1 * q2 * coul * np.sum(wu * w_m * 2 * np.pi * u * gauss)


self_energy = mode_sum(1, 0, 0.0)
self_direct = 0.5 * real_space(1, 1, 0.0)
assert abs(self_energy - self_direct) < 1e-8 * self_direct
rows = []
for distance in (0.5, 0.05):
    total = mode_sum(1, -1, distance)
    interaction = total - 2 * self_energy
    direct = real_space(1, -1, distance)
    assert abs(interaction - direct) < 1e-7 * abs(direct)
    like = mode_sum(1, 1, distance) - 2 * self_energy
    assert like > 0 and abs(like + interaction) < 1e-7 * like
    rows.append((distance, total, interaction, direct, -coul / distance, like))
assert abs(rows[0][2] - rows[0][4]) < 1e-7 * abs(rows[0][4])
assert abs(rows[1][2]) < 0.95 * abs(rows[1][4])         # overlap weakens attraction

# ---- Numbers for the text
print("Fock space: one transverse, one longitudinal, one scalar mode")
print(f"largest total photon number: {n_max}")
print(f"number of states: {dim}")
print(f"negative-norm basis states: {int(np.sum(np.diag(eta) < 0))}")
print(f"states obeying the condition: {physical.shape[1]}")
print(f"of these, positive-norm directions: {n_positive}")
print(f"zero-norm directions: {physical.shape[1] - n_positive}")
print(f"Vacuum plus {admixture} times the zero-norm one-photon state")
print(f"norm of the mixed state: {mixed_norm:.4f}")
print(f"mean a_l, mean a_s: {mean_l:.4f}, {mean_s:.4f}")
print(f"longitudinal energy: {energy_l:.4f} omega")
print(f"scalar energy: {energy_s:.4f} omega")
print("Driven scalar mode")
print(f"omega, |g|: {omega:.4f}, {abs(g):.4f} (natural units)")
print(f"ground energy: {levels[0].real:.6f} omega")
print(f"free part: {free_part:.6f} omega")
print(f"coupling part: {source_part:.6f} omega")
print(f"ordinary boson, ground energy: {ordinary:.6f} omega")
print(f"|bare condition eigenvalue| at omega t = {time}: {abs(bare_violation):.4f}")
print("Exchange for unit charge densities, |k| = 1 (natural units)")
print(f"static: scalar {parts_static[0]:.6f}, longitudinal {abs(parts_static[3]):.6f}")
print(f"k0 = {transfer}: scalar {parts_unit[0]:.6f}")
print(f"k0 = {transfer}: longitudinal {parts_unit[3]:.6f}")
print(f"k0 = {transfer}: sum {parts_unit[0] + parts_unit[3]:.6f}")
print("Gaussian charges +e and -e")
print(f"width: {width} nm")
print(f"e^2/(4 pi eps0): {coul:.6f} eV nm")
print(f"self-energy of each charge: {self_energy:.5f} eV")
for distance, total, interaction, direct, point, like in rows:
    print(f"distance: {distance} nm")
    print(f"  total from photon modes: {total:.5f} eV")
    print(f"  interaction from photon modes: {interaction:.5f} eV")
    print(f"  interaction from real space: {direct:.5f} eV")
    print(f"  point-charge value: {point:.5f} eV")
    print(f"  like charges, photon modes: {like:.5f} eV")
print("all tests passed")
```

Printed output:

```
Fock space: one transverse, one longitudinal, one scalar mode
largest total photon number: 4
number of states: 35
negative-norm basis states: 13
states obeying the condition: 15
of these, positive-norm directions: 5
zero-norm directions: 10
Vacuum plus 0.7 times the zero-norm one-photon state
norm of the mixed state: 1.0000
mean a_l, mean a_s: 0.7000, 0.7000
longitudinal energy: 0.4900 omega
scalar energy: -0.4900 omega
Driven scalar mode
omega, |g|: 1.0000, 0.4000 (natural units)
ground energy: 0.160000 omega
free part: -0.160000 omega
coupling part: 0.320000 omega
ordinary boson, ground energy: -0.160000 omega
|bare condition eigenvalue| at omega t = 2.0: 0.6732
Exchange for unit charge densities, |k| = 1 (natural units)
static: scalar 1.000000, longitudinal 0.000000
k0 = 0.3: scalar 1.098901
k0 = 0.3: longitudinal -0.098901
k0 = 0.3: sum 1.000000
Gaussian charges +e and -e
width: 0.02 nm
e^2/(4 pi eps0): 1.439965 eV nm
self-energy of each charge: 20.31032 eV
distance: 0.5 nm
  total from photon modes: 37.74072 eV
  interaction from photon modes: -2.87993 eV
  interaction from real space: -2.87993 eV
  point-charge value: -2.87993 eV
  like charges, photon modes: 2.87993 eV
distance: 0.05 nm
  total from photon modes: 14.04178 eV
  interaction from photon modes: -26.57887 eV
  interaction from real space: -26.57887 eV
  point-charge value: -28.79929 eV
  like charges, photon modes: 26.57887 eV
all tests passed
```
